# Interchanging the wave-number integrals in the one-dimensional RKKY range function

**Q:** I have worked out the RKKY coupling in a one-dimensional electron gas, and it never decays. I place two classical spins of unit length a distance $R>0$ apart on an infinite line of free electrons at zero temperature. In Hartree atomic units the electron energy is $k^2/2$, filled for $|k|<k_F$. The coupling is $J\,\mathbf s\cdot\mathbf S_i\,\delta(x-x_i)$ with $\mathbf s=\boldsymbol\sigma/2$. The rest is second-order perturbation theory and two integrals, which I take in the convenient order.

**A:** Let us fix the double integral before choosing an order. Take both spins along $z$ and a normalization length $L$. An electron of spin $\sigma=\pm1$ scatters from $k$ to $p$ with matrix element

$$V_{pk}=\frac{J\sigma}{2L}\left(S_1e^{-iqx_1}+S_2e^{-iqx_2}\right),\qquad q=p-k .$$

The part of $|V_{pk}|^2$ containing both spins is $(J^2/4L^2)\,2S_1S_2\cos qR$. Summing over $\sigma$ doubles it to $J^2S_1S_2\cos(qR)/L^2$. The energy denominator is $(p^2-k^2)/2$, so

$$E=-\frac{2J^2S_1S_2}{L^2}\sum_{|k|<k_F}\ \sum_{|p|>k_F}\frac{\cos (p-k)R}{p^2-k^2}.$$

Each sum becomes $L/2\pi$ times an integral. In $\cos(p-k)R=\cos kR\cos pR+\sin kR\sin pR$ the second term is odd in $k$ and drops out. For general directions, ${\rm tr}\,\sigma_a\sigma_b=2\delta_{ab}$ turns $S_1S_2$ into $\mathbf S_1\cdot\mathbf S_2$. Therefore

$$E=-\frac{J^2}{2\pi^2}\,D(R)\,\mathbf S_1\cdot\mathbf S_2,\qquad D=\int_{|k|<k_F}\!\!dk\int_{|p|>k_F}\!\!dp\;\frac{\cos kR\,\cos pR}{p^2-k^2}.$$

**Q:** That is my starting point. Next I drop the restriction $|p|>k_F$. The added pairs have both $k$ and $p$ occupied; the integrand changes sign when they are exchanged, so they cancel. Now $p$ runs over the whole line. For $k>0$ I use

$$\frac1{p^2-k^2}=\frac1{2k}\left[\frac1{p-k}-\frac1{p+k}\right].$$

In the first term I set $p=k+u$. Since $P\!\int du\,\cos(uR)/u=0$ and $\int du\,\sin(uR)/u=\pi$, it gives $P\!\int dp\,\cos(pR)/(p-k)=-\pi\sin kR$. In the second, $p=-k+u$ gives $+\pi\sin kR$. Hence

$$P\!\int_{-\infty}^{\infty}dp\,\frac{\cos pR}{p^2-k^2}=-\frac{\pi\sin kR}{k}.$$

The result is even in $k$, so the remaining integral is

$$D_{\rm naive}=-2\pi\int_0^{k_F}\!dk\,\frac{\cos kR\sin kR}{k}=-\pi\int_0^{k_F}\!dk\,\frac{\sin 2kR}{k}=-\pi\,{\rm Si}(2k_FR),$$

where ${\rm Si}(x)=\int_0^x dt\,\sin t/t$. Is an algebraic slip hiding there?

**A:** No, each integral is evaluated correctly. But the answer cannot be right. ${\rm Si}(x)$ is positive for $x>0$ and tends to $\pi/2$, so your energy is $+(J^2/2\pi)\,{\rm Si}(2k_FR)\,\mathbf S_1\cdot\mathbf S_2$: antiferromagnetic at every distance, approaching $J^2/4$ times $\mathbf S_1\cdot\mathbf S_2$ at infinite separation.

The fault is the cancellation. Exchanging $k$ and $p$ reverses the sign of the integrand, but it also exchanges the order of integration. You have fixed that order: $p$ first, as a principal value, then $k$. Antisymmetry gives zero only if the order does not matter.

**Q:** Principal values are symmetric prescriptions. Why should their order matter?

**A:** Compute the added pairs in your order, first for $R=0$ and in a box $|k|,|p|<K$. An antiderivative of $1/(p^2-k^2)$ in $p$ is $(1/2k)\ln|(p-k)/(p+k)|$. The logarithms from the two sides of each pole cancel in the principal value, leaving the ends $p=\pm K$:

$$P\!\int_{-K}^{K}\frac{dp}{p^2-k^2}=\frac1k\ln\frac{K-k}{K+k}.$$

This is even in $k$. With $x=k/K$ and the series $\ln[(1-x)/(1+x)]=-2\sum_{n\ge0}x^{2n+1}/(2n+1)$,

$$A=2\int_0^1\frac{dx}{x}\ln\frac{1-x}{1+x}=-4\sum_{n=0}^{\infty}\frac1{(2n+1)^2}=-4\cdot\frac{\pi^2}{8}=-\frac{\pi^2}{2}.$$

The pairs do not cancel, and $K$ has disappeared. A box a thousand times smaller gives the same number, so the whole contribution sits at $k=p=0$. For $k\neq0$ the inner integral has two separate simple poles, at $p=\pm k$. As $k\to0$ they merge into a double pole $1/p^2$, for which the ordinary principal value does not exist. That one point, although of zero measure, carries a finite weight.

**Q:** You set $R=0$. With the cosines back, the constant could become a function of $R$.

**A:** It does not. The change is governed by $N=\cos kR\cos pR-1$, which is symmetric in $k$ and $p$, even in each, and of second order in $k,p$ at the origin. By evenness, consider $k,p>0$ and write the integrand as $g/(p-k)$ with $g=N/(k+p)$. This $g$ has bounded slopes and vanishes at the origin.

Remove the strip $|p-k|<\varepsilon$. Outside it the integral is an ordinary one, so exchanging $k$ and $p$ really does give zero. Inside it, away from the ends of the $k$ range, write $g(k,p)=g(k,k)+[g(k,p)-g(k,k)]$. The first term has zero principal value, and the second, divided by $p-k$, is bounded, so the inner integral is of order $\varepsilon$.

Near $k=0$ the strip is cut off at $p=0$, which leaves an extra term $-g(k,k)\ln(k/\varepsilon)$. Its integral over $0<k<\varepsilon$ is at most of order $\varepsilon$, since $g$ is bounded and $\int_0^\varepsilon|\ln(k/\varepsilon)|\,dk=\varepsilon$. The end at $k=K$ behaves in the same way. As $\varepsilon\to0$ nothing remains, so $A=-\pi^2/2$ for every $R$.

For $N=1$ the argument fails at one place, the origin: there $g=1/(k+p)$ and its slopes are unbounded. The part of the strip with $k$ of order $\varepsilon$, on both sides of $k=\varepsilon$, then contributes an amount that does not shrink with $\varepsilon$, because rescaling $k$ and $p$ by $\varepsilon$ leaves $dk\,dp/(p^2-k^2)$ unchanged.

**Q:** Then I can repair my result. My integral contained the allowed pairs plus $A$, so

$$D=D_{\rm naive}-A=\pi\left[\frac{\pi}{2}-{\rm Si}(2k_FR)\right].$$

What if I had integrated over $k$ first?

**A:** Your repair is correct. In the opposite order, relabelling the occupied pairs reverses their sign, so they contribute $+\pi^2/2$. The total would be $\pi[\pi-{\rm Si}(2k_FR)]$, which is also wrong and also fails to decay. The blocked integral has no such ambiguity. Its denominator vanishes only at the corners $|k|=|p|=k_F$, where the integrand behaves as the inverse of a sum of two positive distances. That is integrable in two dimensions, and both orders give the same $D$.

**Q:** I would like a derivation that does not create the wrong term and then subtract it.

**A:** Group the pairs by momentum transfer $q=p-k$. Then $p^2-k^2=q(q+2k)$. For $0<q<2k_F$ the occupied-occupied pairs fill $-k_F<k<k_F-q$. The midpoint of this interval is $k=-q/2$, precisely the position of the pole, and $1/[q(q+2k)]$ is odd about it. Their principal value therefore vanishes separately at each $q$; negative $q$ works in the same way. We may add them at fixed $q$ without changing anything:

$$P\!\int_{-k_F}^{k_F}\frac{dk}{q(q+2k)}=\frac1{2q}\ln\left|\frac{q+2k_F}{q-2k_F}\right|.$$

The integrand may be weighted by $\cos qR$, because the $\sin kR\sin pR$ term vanishes in the blocked integral. The result is even in $q$, so

$$D(R)=\int_0^\infty dq\,\frac{\cos qR}{q}\,\Lambda(q),\qquad \Lambda=\ln\left|\frac{q+a}{q-a}\right|,\quad a=2k_F .$$

Differentiate with respect to $R$ and integrate by parts. $\Lambda$ vanishes at $q=0$ and at infinity, and the boundary terms on the two sides of $q=a$ cancel in the principal-value limit:

$$D'=-\int_0^\infty\! dq\,\sin(qR)\,\Lambda=-\frac1R\,P\!\int_0^\infty\! dq\,\cos(qR)\,\Lambda',\qquad \Lambda'=-\frac{2a}{q^2-a^2}.$$

Half of your inner integral, with $k$ replaced by $a$, gives $P\!\int_0^\infty dq\,\cos(qR)/(q^2-a^2)=-\pi\sin(aR)/2a$. Thus

$$D'=\frac{2a}{R}\left(-\frac{\pi\sin aR}{2a}\right)=-\frac{\pi\sin 2k_FR}{R}.$$

Since $d\,{\rm Si}(aR)/dR=\sin(aR)/R$, this integrates to $D=C-\pi\,{\rm Si}(2k_FR)$.

**Q:** My naive answer has the same derivative.

**A:** Yes, so any check based on the derivative would pass it. The dispute is about $C$ alone. The function $\Lambda/q$ is absolutely integrable: it is finite at $q=0$, has a logarithmic singularity at $q=a$, and falls as $2a/q^2$. Its Fourier integral must therefore vanish as $R\to\infty$, which requires $C=\pi^2/2$.

The opposite limit confirms it. As $R\to0$, put $x=q/a$; the ranges $x<1$ and $x>1$ contribute equally under $x\to1/x$, so

$$D(0)=2\int_0^1\frac{dx}{x}\ln\frac{1+x}{1-x}=\frac{\pi^2}{2}.$$

The naive expression gives zero there, although the integrand $\Lambda/q$ is positive everywhere. The coupling, known as Yafet's result for the range function, is

$$E=-\frac{J^2}{2\pi}F(R)\,\mathbf S_1\cdot\mathbf S_2,\qquad F=\frac{\pi}{2}-{\rm Si}(2k_FR).$$

The overall sign and prefactor belong to our convention for $J$ and $F$.

**Q:** Does the missing constant have a physical location, or is it just a matter of integration technique?

**A:** It comes from the bottom of the band. For one spin species, let the two contact potentials have strengths $v_1$ and $v_2$. The retarded free Green function is $G(x)=-ie^{ik|x|}/k$ at energy $\varepsilon=k^2/2$. The potentials change the number of states below $\varepsilon$ by $-(1/\pi)\,{\rm Im}\ln\det(1-GV)$, and the grand potential by minus the integral of this up to the Fermi energy. The determinant is

$$[1-v_1G(0)][1-v_2G(0)]-v_1v_2G(R)^2,$$

so at second order the part of its logarithm that couples the two sites is $-v_1v_2G(R)^2$. With $d\varepsilon=k\,dk$ and $G(R)^2=-e^{2ikR}/k^2$,

$$\Delta\Omega=\frac{v_1v_2}{\pi}\,{\rm Im}\int_{i\infty}^{k_F}\!dk\,\frac{e^{2ikR}}{k}.$$

Negative energies lie on the imaginary $k$ axis, where the integrand contributes nothing to the imaginary part. A small quarter circle then passes around $k=0$ from the imaginary to the real axis. On it $\int dk/k=-i\pi/2$. The real axis gives the imaginary part ${\rm Si}(2k_FR)$. Together,

$$\Delta\Omega=-\frac{v_1v_2}{\pi}\left[\frac{\pi}{2}-{\rm Si}(2k_FR)\right].$$

For our spins $v_i=J\sigma S_i/2$, and the sum over $\sigma$ of $v_1v_2$ is $J^2S_1S_2/2$, which reproduces $E$. Your order keeps the real axis and misses the quarter circle.

**Q:** But near the band bottom even a weak potential scatters strongly. Can second order be trusted there?

**A:** Not at each energy separately. An attractive contact potential in one dimension even has a bound state. The total energy is better behaved, because the full logarithm is analytic in the upper half of the complex energy plane. The path can be moved away from $\varepsilon=0$ to $|k|$ of order $k_F$, where the expansion parameter is $|v|/k_F$. For unit spins the condition is $J/2\ll k_F$. The formula also assumes free electrons at zero temperature and static classical spins; it does not describe Kondo screening or an interacting one-dimensional liquid.

**Q:** Would the same shortcut fail in three dimensions?

**A:** For a free gas, not through this mechanism. Averaging over directions replaces $\cos kR$ by $\sin(kR)/kR$, and the volume elements supply $k^2p^2$. Apart from constants, the numerator becomes $N=kp\,\sin kR\,\sin pR$. It is symmetric, even in each variable and vanishes at the origin, so the strip argument applies and the occupied pairs cancel in either order. What makes one dimension special here is the nonzero numerator at $k=p=0$.

**Q:** Let me see the size of the error. Take $k_F=0.5$ bohr$^{-1}$ and $J=0.02$ hartree bohr.

**A:** These are model parameters, with $J/2k_F=0.02$. The energy scale is

$$\frac{J^2}{2\pi}=\frac{4\times10^{-4}}{2\pi}\ \text{hartree}=63.66\ \mu\text{hartree}=1.732\ \text{meV}.$$

Here $2k_F=1$ bohr$^{-1}$, so $2k_FR$ equals $R$ in bohr. At $R=1$ bohr, $F=0.6247$, and parallel spins have energy $-63.66\times0.6247=-39.77$ μhartree. For several distances:

| $R$ (bohr) | $F$ | true (μhartree) | naive (μhartree) |
|---|---|---|---|
| 1.00 | 0.6247 | −39.77 | 60.23 |
| 3.14 | −0.2811 | 17.90 | 117.90 |
| 6.28 | 0.1526 | −9.72 | 90.28 |
| 20.00 | 0.0226 | −1.44 | 98.56 |
| 40.00 | −0.0162 | 1.03 | 101.03 |

The two energy columns differ by $J^2/4=100$ μhartree in every row. At 40 bohr the spurious constant is about a hundred times the true coupling.

**Q:** So the true coupling starts ferromagnetic and then alternates.

**A:** Yes. $F$ starts at $\pi/2$ and first vanishes where ${\rm Si}(x)=\pi/2$, at $x=2k_FR=1.926$, here $R=1.926$ bohr. For large $x$, write $F=\int_x^\infty dt\,\sin t/t$ and integrate by parts twice:

$$F=\frac{\cos x}{x}+\frac{\sin x}{x^2}-2\int_x^\infty dt\,\frac{\sin t}{t^3}.$$

The coupling oscillates with period $\pi/k_F$ and its amplitude falls as $1/R$. At $x=40$ the first two terms give $-0.01621$, against $F=-0.01619$.

**Q:** Is there a check that avoids both perturbation theory and principal values?

**A:** Diagonalize a finite ring with two contact potentials $\pm J/2$. I use a length of 760.27 bohr, 121 electrons per spin and 969 plane waves. Adding both spin species, the formula predicts $E_{\rm par}-E_{\rm anti}=-(J^2/\pi)F$. The diagonalization gives $+35.92$ μhartree at 3.14 bohr and $-18.76$ μhartree at 6.28 bohr. The sign change already excludes the naive formula, which favours antiparallel spins at both distances.

To extract $F$, a finite-size term of order $1/L$ is added. On the ring the wave numbers have spacing $\Delta=2\pi/L$, and $k_F$ lies midway between two of them. The second-order sum is then a midpoint rule for $D$, which is accurate except at the four corners $|k|=|p|=k_F$. There the integrand is $\cos(qR)/[2k_F(u+w)]$, with $u$ and $w$ the distances of $|k|$ and $|p|$ from $k_F$. The line $u+w=n\Delta$ holds $n$ grid points, each giving $\Delta^2/(n\Delta)$, so the sum of $1/(u+w)$ up to $n=M$ is $M\Delta$, while the integral up to $(M+\tfrac12)\Delta$ is larger by $\Delta/2$. Two corners have $q\approx0$ and two have $|q|\approx2k_F$, so $D$ lacks $(\Delta/2k_F)(1+\cos2k_FR)$, and $(1+\cos 2k_FR)/(k_FL)$ must be added to $F=D/\pi$. With $1/(k_FL)=0.00263$ this is zero at $R=\pi$ bohr and $0.0053$ at $R=2\pi$ bohr, the two distances used:

| $R$ (bohr) | $F$, ring | $F$, formula | naive |
|---|---|---|---|
| 3.14 | −0.2821 | −0.2811 | −1.8519 |
| 6.28 | 0.1526 | 0.1526 | −1.4182 |

The differences from the formula are 0.0010 at the smaller distance and below 0.0001 at the larger one. The plane-wave cutoff and higher orders in $J$ are left uncorrected. At second order the omitted plane waves carry approximately the factor $\int_{-k_F}^{k_F}dk\,\cos kR=2\sin(k_FR)/R$, which vanishes at $R=2\pi$ bohr; at $R=\pi$ bohr they account for about 0.001 in $F$. The discrepancy with the naive values is about $\pi/2$, more than a thousand times larger. The numerical output adds only the distance-averaged term $1/(k_FL)$ and therefore lists $-0.2795$ and $0.1500$ for the ring. It also gives the blocked double integral in both orders, together with the occupied-pair constant for different boxes and distances.

**Q:** Then my mistake was to cancel pairs by a symmetry that my order of integration had broken.

**A:** Yes. Keep the Pauli restriction, or cancel the pairs at fixed $q$. If you integrate over all $p$ first, the $-\pi^2/2$ from the origin has to be removed.

## Table of computed values

```
kF = 0.5 1/bohr, J = 0.02 hartree bohr, J/(2 kF) = 0.020
inner integral over all p at k=0.3 1/bohr, R=6.2832 bohr:
  quadrature -9.95944, formula -9.95944 bohr
Double integral D (dimensionless):
 R/bohr  empty 1st  occ. 1st   fixed q   pi*F     naive
 1.0000   1.96259   1.96259   1.96259   1.96259  -2.97221
 3.1416  -0.88323  -0.88323  -0.88323  -0.88323  -5.81803
 6.2832   0.47955   0.47955   0.47955   0.47955  -4.45525
Occupied pairs, p integrated first (dimensionless):
  box K = 0.5000 1/bohr, R = 0.0000 bohr: -4.93480
  box K = 0.5000 1/bohr, R = 1.0000 bohr: -4.93480
  box K = 0.5000 1/bohr, R = 6.2832 bohr: -4.93480
  box K = 0.0005 1/bohr, R = 6.2832 bohr: -4.93480
  -pi^2/2 = -4.93480
Contour at R = 6.2832 bohr: F = 0.15264
  real axis -1.41815, quarter circle 1.57078
Ring: L = 760.27 bohr, 121 electrons per spin, 969 plane waves
  fixed-number correction 1/(kF L) = 0.00263
  R = 3.1416 bohr: E(par)-E(anti) = 35.921 microhartree
    F from ring -0.2795, F formula -0.2811, naive -1.8519
  R = 6.2832 bohr: E(par)-E(anti) = -18.762 microhartree
    F from ring 0.1500, F formula 0.1526, naive -1.4182
J^2/(2 pi) = 63.662 microhartree = 1.7323 meV
Coupling energy of parallel spins in microhartree:
 R/bohr   2kF R      F        true      naive
 1.0000   1.0000   0.62471   -39.770    60.230
 3.1416   3.1416  -0.28114    17.898   117.898
 6.2832   6.2832   0.15264    -9.718    90.282
20.0000  20.0000   0.02255    -1.436    98.564
40.0000  40.0000  -0.01619     1.031   101.031
naive limit at large R = 100.000 microhartree
first sign change: 2kF R = 1.9264, R = 1.9264 bohr
at 2kF R = 40: F = -0.016189, asymptotic -0.016208
```
